# Activation-energy error from a constant thermometer offset near 200 K

Two emission measurements on a silicon diode give trap activation energies that differ by 0.008 eV. Before assigning them to different defects, one must decide whether the thermometers agree well enough. For a trap 0.40 eV deep, measured near 200 K, a constant disagreement of 2 K is enough to produce the whole difference. The offset is 1% of the temperature, but the energy changes by about 2%. These notes derive that factor of two, its first correction, and the conditions under which it fails.

## The emission law

Atomic units are used in the algebra, with \(k_B\) kept explicit, and \(\theta=k_BT\). An electron trap lies an energy \(E\) below the conduction band. Its capture cross-section \(\sigma\) and its energy \(E\) are taken as independent of temperature, and its degeneracy factor as one.

In equilibrium, emission from filled traps balances capture into empty ones. If \(f\) is the filled fraction, \(n\) the electron density and \(v\) the thermal speed,
\[
e f=\sigma v n(1-f).
\]
With chemical potential \(\mu\), band edge \(E_c\) and trap level \(E_t=E_c-E\), Boltzmann statistics for the band give
\[
n=N_c e^{(\mu-E_c)/\theta},\qquad \frac{1-f}{f}=e^{(E_t-\mu)/\theta}.
\]
The chemical potential cancels in the product, so
\[
e=\sigma vN_c\,e^{-E/\theta}.
\]

The band density \(N_c\) is a momentum integral of the Boltzmann factor. Each direction contributes \((m_i\theta/2\pi)^{1/2}\), and spin contributes a factor of two. With the number of valleys absorbed into a density-of-states mass \(m_d\),
\[
N_c=2\left(\frac{m_d\theta}{2\pi}\right)^{3/2}.
\]
For \(v\) we take the root-mean-square speed. Since \(\langle p_i^2\rangle=m_i\theta\),
\[
v^2=\sum_i\frac{\langle p_i^2\rangle}{m_i^2}=\sum_i\frac{\theta}{m_i}\equiv\frac{3\theta}{m_c}.
\]
The powers \(\theta^{3/2}\) and \(\theta^{1/2}\) combine to give
\[
e=A\theta^2e^{-E/\theta},\qquad
A=2\sigma\left(\frac{m_d}{2\pi}\right)^{3/2}\left(\frac{3}{m_c}\right)^{1/2}.
\]
Hence \(\ln(e/\theta^2)\) plotted against \(1/\theta\) is a straight line of slope \(-E\).

## What the offset does to the slope

Let the thermometer read \(T_m=T+\delta\), where \(T\) is the true temperature and \(\delta\) is constant. Define
\[
x=\frac{\delta}{T},\qquad \varepsilon=\frac{k_BT}{E}.
\]
A positive \(\delta\) means that the reading is too high. The rate itself is assumed to be measured correctly.

It helps to leave out the division by \(\theta^2\) at first. Because \(d(1/\theta)=-dT/(k_BT^2)\), the true slope energy of \(\ln e\) is
\[
Q=-\frac{d\ln e}{d(1/\theta)}=k_BT^2\frac{d\ln e}{dT}.
\]
On the reading scale the same definition gives
\[
Q_m=k_BT_m^2\frac{d\ln e}{dT_m}.
\]
A constant offset leaves temperature intervals unchanged: \(dT_m=dT\). Therefore
\[
Q_m=Q\left(\frac{T_m}{T}\right)^2=Q(1+x)^2.
\]
This holds for any smooth rate law. It is the source of the factor of two: the derivative with respect to \(T\) is unaffected, but converting it into a derivative with respect to \(1/T\) requires the square of the temperature.

For our emission law,
\[
\frac{d\ln e}{dT}=\frac2T+\frac{E}{k_BT^2},
\qquad Q=E+2k_BT.
\]
The experimenter divides the rate by \(T_m^2\), which subtracts \(2k_BT_m\) from the slope energy. The apparent activation energy is then
\[
\begin{aligned}
E_{\rm app}&=(E+2k_BT)(1+x)^2-2k_BT(1+x)\\
&=E(1+x)^2+2k_BT(1+x)\,[(1+x)-1]\\
&=E(1+x)^2+2k_BT\,x(1+x).
\end{aligned}
\]
Dividing by \(E\), subtracting one and collecting powers of \(x\) gives
\[
\frac{E_{\rm app}-E}{E}=2x(1+\varepsilon)+x^2(1+2\varepsilon).
\]

No approximation has been made beyond the model itself. The leading result, \(2x\), requires \(|x|\ll1\) and \(\varepsilon\ll1\).

## Which correction comes first?

Two small parameters appear, so the order of the corrections depends on their relative size. The thermal correction is \(2x\varepsilon\), and the leading quadratic one is \(x^2\). Their magnitudes are equal when
\[
|x|=2\varepsilon,\qquad |\delta|=2\varepsilon T.
\]

At 200 K, \(k_BT=0.01723\) eV. For \(E=0.40\) eV this gives \(\varepsilon=0.0431\), so the crossover lies near \(|\delta|=17\) K. For a 2 K offset the thermal term is the first correction. The successive estimates are
\[
\begin{aligned}
2x&=2.000\%,\\
2x(1+\varepsilon)&=2.000\%\times1.0431=2.086\%,\\
2x(1+\varepsilon)+x^2(1+2\varepsilon)&=2.086\%+0.011\%=2.097\%.
\end{aligned}
\]
Relative to the true energy of 0.40 eV, the simple rule gives an error of 0.0080 eV and the full expression 0.0084 eV. The apparent energy is 0.4084 eV.

Reversing the offset changes the sign of the linear terms but not of the quadratic one. A reading 2 K too low therefore gives \(-2.086\%+0.011\%=-2.075\%\). A low reading makes the trap look too shallow.

The correction \(\varepsilon\) is tied to the rates at which one measures. Taking the logarithm of the emission law gives
\[
\frac1\varepsilon=\frac{E}{k_BT}=\ln\frac{A\theta^2}{e}\equiv L.
\]
To first order in \(\delta\), the absolute error is then
\[
E_{\rm app}-E\simeq2xE(1+\varepsilon)=2k_B\delta\,(L+1).
\]
Suppose traps of different depth but equal \(A\) are observed at the same emission rate. Deeper traps are then seen at higher temperatures, while \(L\) changes only through the logarithm of \(\theta^2\). In this comparison a constant offset causes nearly the same absolute error for each trap. The fractional error is smaller for the deeper ones because their measurement temperature is higher.

## Measurement from capacitance transients

In a two-gate measurement, the capacitance transient is sampled at times \(t_1\) and \(t_2\) after the filling pulse. For a single exponential transient of temperature-independent amplitude, the normalized signal is
\[
S=e^{-et_1}-e^{-et_2}.
\]
As the temperature is scanned, \(S\) passes through a maximum. Since \(e\) rises with \(T\), the maximum requires \(dS/de=0\):
\[
-t_1e^{-et_1}+t_2e^{-et_2}=0
\quad\Longrightarrow\quad
e=\frac{\ln(t_2/t_1)}{t_2-t_1}.
\]
The gates thus fix the rate, and the scan supplies the temperature. An offset moves every peak by the same amount.

The example takes \(\sigma=10\) Å\(^2\) and \(t_2/t_1=2\). The first gate times are 10, 20, 30, 50 and 100 ms. The shortest gives a rate of 69.31 s\(^{-1}\) and a true peak temperature of 209.01 K; the longest gives 6.93 s\(^{-1}\) and 190.80 K.

These two peaks already allow a hand calculation. For any two points, labelled h for high and l for low temperature, the slope energy is
\[
E_{\rm slope}=k_B\,
\frac{\ln(e_h/e_l)-2\ln(T_h/T_l)}{1/T_l-1/T_h}.
\]
The gate times differ by a factor of ten, so \(\ln(e_h/e_l)=2.303\). With true temperatures the numerator is \(2.3026-0.1823=2.1203\) and the denominator \(4.566\times10^{-4}\) K\(^{-1}\). With \(k_B=0.01723/200=8.615\times10^{-5}\) eV/K, the result is 0.400 eV.

Adding 2 K changes the temperatures to 211.01 and 192.80 K. The numerator becomes \(2.303-0.181=2.122\), a change of less than 0.1%. The denominator falls to \(4.476\times10^{-4}\) K\(^{-1}\), a change of about 2%, and the result is 0.408 eV. The error comes almost entirely from the compressed inverse-temperature axis.

A least-squares line through all five peaks gives 0.4000 eV with true temperatures and 0.4084 eV with the offset readings. The fitted error is 2.103%, slightly above the 2.097% found at 200 K. The harmonic mean reading, less 2 K, is 199.58 K, so \(x\) is slightly larger there; the local formula then gives 2.101%. The small remainder reflects fitting a straight line to a plot that the offset has slightly curved.

If \(\delta\) is known, the simplest cure is to subtract it from every reading and fit again. When only the fitted energy is available, the expression for \(E_{\rm app}\) can be inverted. Since \(k_BTx(1+x)=k_B\delta T_m/T\),
\[
E=\left(E_{\rm app}-2k_B\delta\frac{T_m}{T}\right)
\left(\frac{T}{T_m}\right)^2.
\]
Applied at the mean temperature of the five peaks, it returns 0.4000 eV.

## The cross-section changes too

The tangent to the apparent plot defines a prefactor \(A_{\rm app}\) through
\[
\ln\frac{e}{\theta_m^2}=\ln A_{\rm app}-\frac{E_{\rm app}}{\theta_m},
\qquad \theta_m=\theta(1+x).
\]
Substituting the true emission law on the left gives
\[
\ln\frac{A_{\rm app}}{A}
=-\frac E\theta-2\ln(1+x)+\frac{E_{\rm app}}{\theta_m}.
\]
The last term is
\[
\frac{E_{\rm app}}{\theta_m}
=\frac{E(1+x)}{\theta}+2x.
\]
For fixed masses \(A\) is proportional to \(\sigma\), and therefore
\[
\ln\frac{\sigma_{\rm app}}{\sigma}
=\frac{xE}{\theta}+2[x-\ln(1+x)].
\]
The bracket is of order \(x^2\), but the first term is multiplied by \(E/\theta\), about 23 here. It amounts to 0.23, although \(x\) is only 0.01. The five-peak fit gives a cross-section of 12.6 Å\(^2\) instead of 10 Å\(^2\), an excess of 26%.

The two fitted errors partly compensate: the higher barrier lowers the predicted rate, and the larger prefactor raises it. Together they reproduce the measured rates at the shifted readings. Correcting one parameter while leaving the other alone destroys this agreement.

## Two cases without the factor of two

**One temperature and a known prefactor.** If \(A\) is known independently, a single rate gives
\[
E_1=\theta_m\ln\frac{A\theta_m^2}{e}.
\]
Using \(\ln(A\theta^2/e)=E/\theta\), we find
\[
E_1=E(1+x)+2\theta(1+x)\ln(1+x),
\]
and hence
\[
\frac{E_1-E}{E}=x(1+2\varepsilon)+O(\varepsilon x^2).
\]
For the example this is 1.087%, about half the slope error. The price is the need to know \(A\). An assumed prefactor twice too large raises \(E_1\) by about \(k_BT\ln2=0.012\) eV, more than the offset error in the slope method.

**An offset that varies with temperature.** Let \(dT_m/dT=1+s\). The derivative with respect to the reading acquires a factor \(1/(1+s)\), so
\[
E_{\rm app}=\frac{(E+2\theta)(1+x)^2}{1+s}-2\theta(1+x).
\]
To first order in \(x\) and \(s\),
\[
\frac{E_{\rm app}-E}{E}\simeq2x-s+2\varepsilon(x-s).
\]
For a pure scale error, \(T_m=(1+x)T\) with constant \(x\), we have \(s=x\). One factor of \(1+x\) then cancels in the full expression, leaving \(E_{\rm app}=(1+x)E\). A reading 1% too high gives an energy error of 1.000%.

This is a severe condition on the word "constant". The example's peaks span 18.2 K. With \(s=0.01\), the offset changes by only 0.18 K across that span, yet the error is halved. Checking the thermometer at one temperature does not determine the energy error; its drift over the measured interval is also needed.

## The model beside a real silicon diode

The parameters lie in the rough regime of the singly negative divacancy in n-type silicon, with an energy near 0.4 eV and a cross-section of order 10 Å\(^2\), or \(10^{-15}\) cm\(^2\). They are round model values, not a fit to that defect. A sensor mounted away from the junction need not keep a constant offset during a temperature scan, and the drift result above shows how strongly that can move the answer. Other departures from the model can be sized for a diode with doping \(10^{15}\) cm\(^{-3}\), total band bending 6 V and relative permittivity 11.7.

For uniform doping \(N\) and depletion width \(w\), the maximum field is \(F=eNw/\epsilon\) and the band bending is \(V=eNw^2/(2\epsilon)\), where \(e\) is here the elementary charge and \(\epsilon\) the permittivity. Eliminating \(w\) gives \(F=(2eNV/\epsilon)^{1/2}=0.043\) MV/cm.

If emission leaves a positive centre, the electron's potential energy along the field is \(-1/(\epsilon_rr)-Fr\) in atomic units. Its maximum, at \(r=(\epsilon_rF)^{-1/2}\), lies \(2(F/\epsilon_r)^{1/2}\) below the zero-field band edge. At the maximum field this lowering is 0.046 eV, over five times the thermometer error. The measured slope energy shifts by less, for two reasons. Electrons also leave in other directions, where the barrier is lowered less, and most of the traps that produce the transient sit away from the junction, at fields below the maximum. It does not apply to the singly negative divacancy, which emission leaves neutral.

For such a short-range trap, the field still lets electrons tunnel through the top of the barrier. If the capture coefficient is unchanged, the rate scales with the thermal density of band states at the trap. In a uniform field this density is multiplied by
\[
\exp\!\left(\frac{F^2}{24m\theta^3}\right),
\]
a result confirmed here by numerical integration over the Airy-function states. For a valley with its transverse mass 0.19 along the field, the factor is 1.06 at maximum field. Its exponent \(p\) varies as \(T^{-3}\), so it shifts the slope energy of that valley's contribution by \(k_BT^2\,dp/dT=-3k_BTp=-0.0031\) eV. The numerical output lists this transverse-mass case. No field direction gives all six valleys this mass, however. Because \(p\) is small, the total rate follows the average of \(p\), and hence of \(1/m\), over the valleys. The valleys lie in pairs along three perpendicular axes, so this average is \((1/m_l+2/m_t)/3=1/m_c\) for any field direction, where \(m_l\) and \(m_t\) are the longitudinal and transverse masses. With \(m_c=0.258\) the shift becomes \(-0.0031\times0.19/0.258=-0.0023\) eV. For a high reading this is opposite in sign to the offset error. It is an upper bound, because it applies only to traps at the maximum field. A capacitance transient weights traps by their distance from the junction, out to about \(0.8w\), where the trap level crosses the Fermi level, while the field falls linearly to zero at \(w\). Since \(p\propto F^2\), this weighting reduces the shift by a factor of about four, to roughly \(-0.0006\) eV. It is smaller still if the pulse fills only the outer part of the layer.

Further effects concern interpretation. If the capture cross-section is thermally activated, \(\sigma\propto e^{-E_\sigma/\theta}\), the slope gives \(E+E_\sigma\), and the emission data alone cannot separate the two. Replacing \(m_c\) by \(m_d\) in the thermal speed raises the inferred cross-section by a factor of 2.03 but leaves the slope unchanged. Using the mean speed instead of the root-mean-square speed likewise raises it by about 10%. The \(\theta^2\) prefactor assumes temperature-independent masses. If \(vN_c\) grows as \(T^{2+\eta}\), the slope energy rises by \(\eta k_BT\), which is already 0.001 eV for \(\eta=0.06\) at 200 K. This shift affects the absolute energy but is common to two measurements over the same temperature range. Band degeneracy is negligible here, since the doping is \(6.7\times10^{-5}\) of \(N_c\).

For the original decision, the useful sensitivity is \(0.0084/2=0.0042\) eV per kelvin. Keeping this error below 0.001 eV requires a constant offset smaller than about 0.24 K, with a separate limit on its drift. The numerical output below lists the values used.

## Values computed for the example and the checks

```
True activation energy: 0.400 eV
True capture cross-section: 10.0 angstrom^2
True temperature: 200.0 K; thermometer offset: +2.0 K
Longitudinal, transverse masses: 0.92, 0.19 electron masses
Number of valleys: 6
Density-of-states, velocity masses: 1.061, 0.258 electron masses
Thermal energy at 200 K: 0.01723 eV
Thermal energy / activation energy: 0.0431 (no unit)
Emission rate at 200 K: 23.33 s^-1
Fractional temperature offset x: 1.000 %
Simple estimate 2x: 2.000 %
Simple energy error 2xE: 0.00800 eV
First-order estimate with thermal term: 2.086 %
Second-order contribution: 0.0109 %
Full local fractional error: 2.097 %
Full local energy error: 0.00839 eV
Local apparent energy: 0.40839 eV
Fractional error for -2 K offset: -2.075 %
Fractional error for 1 % scale error: 1.000 %
Single-temperature fractional error: 1.087 %
Ratio of second to first gate time: 2.0 (no unit)
First gate 10 ms: rate 69.31 s^-1, true peak 209.01 K
First gate 20 ms: rate 34.66 s^-1, true peak 203.19 K
First gate 30 ms: rate 23.10 s^-1, true peak 199.92 K
First gate 50 ms: rate 13.86 s^-1, true peak 195.95 K
First gate 100 ms: rate 6.93 s^-1, true peak 190.80 K
Harmonic mean true-scale temperature: 199.58 K
Fit with true temperatures: 0.40000 eV
Fit with offset readings: 0.40841 eV
Fractional error of offset fit: 2.103 %
Energy after offset correction: 0.40001 eV
Apparent / true cross-section: 1.263 (no unit)
Apparent cross-section: 12.63 angstrom^2
Junction doping: 1.0e+15 cm^-3; band bending: 6.0 V
Relative permittivity: 11.7 (no unit)
Maximum junction field: 0.0431 MV/cm
Coulomb barrier lowering, if present: 0.0461 eV
Tunnelling rate factor at maximum field: 1.0625 (no unit)
Tunnelling shift of slope energy: -0.00313 eV
Band density at 200 K: 1.494e+19 cm^-3
Doping / band density: 6.70e-05 (no unit)
Cross-section factor if m_c is set to m_d: 2.027 (no unit)
```
